# Ammonia uptake by a resist through still air: size and scaling

**Question.** A wafer coated with a chemically amplified deep-UV resist has been exposed and waits ten minutes for its bake. The cleanroom air is at atmospheric pressure and contains 1 ppb of ammonia, which must diffuse through about 5 mm of nearly still air to reach the resist. How many ammonia molecules does each square metre take up, how does this number scale, and is it enough to matter?

**Answer.** The surface takes ammonia out of the air next to it, and the supply is then limited by diffusion through the still layer. The estimate needs the density of ammonia outside the layer, the diffusive flux which that density can drive, and a judgement of whether the resist really absorbs what arrives.

## The density outside the layer

For gases, ppb normally means a mole fraction, here $x=10^{-9}$. At pressure $p$ and temperature $T$ the ideal-gas law gives $p/(kT)$ molecules of all kinds per volume, with $k$ the Boltzmann constant. The ammonia density is therefore

$$n=\frac{xp}{kT}.$$

With $p=1$ atm $=1.013\times10^5$ Pa and $T=295$ K,

$$n=\frac{10^{-9}\times1.013\times10^{5}}{1.381\times10^{-23}\times295}\ \mathrm{m^{-3}}=2.49\times10^{16}\ \mathrm{m^{-3}}.$$

If the figure of 1 ppb were a mass fraction, the number of molecules would be larger by the ratio of the molar masses of air and ammonia, $28.96/17.03=1.70$.

## The flux through the layer

Let $z$ be the height above the resist, $c(z)$ the ammonia density and $L$ the layer thickness. The air outside is well mixed and is not depleted, so $c(L)=n$. Suppose first that the resist is a perfect sink, which in the diffusion picture means $c(0)=0$.

The upward diffusive flux is $-D\,dc/dz$, where $D$ is the diffusivity of ammonia in air. Counting uptake as positive into the resist, the flux is $J=D\,dc/dz$. In a steady state no ammonia accumulates at any height, so $J$ is the same everywhere and $d^2c/dz^2=0$. The straight line through the two boundary values is $c=nz/L$, and hence

$$J=\frac{Dn}{L},\qquad N=Jt=\frac{Dnt}{L}=\frac{xpDt}{kTL},$$

where $N$ is the number taken up per area in time $t$.

A rough value for ammonia in room air is $D=0.23\ \mathrm{cm^2/s}$, or $2.3\times10^{-5}\ \mathrm{m^2/s}$. With $L=5$ mm and $t=600$ s,

$$J=\frac{2.3\times10^{-5}\times2.49\times10^{16}}{5\times10^{-3}}\ \mathrm{m^{-2}\,s^{-1}}=1.14\times10^{14}\ \mathrm{m^{-2}\,s^{-1}},$$

$$N=1.14\times10^{14}\times600\ \mathrm{m^{-2}}\approx7\times10^{16}\ \mathrm{m^{-2}}.$$

This is 0.07 molecules per square nanometre. Taking $D$ between 0.20 and 0.28 cm²/s moves the dose from $6.0\times10^{16}$ to $8.4\times10^{16}\ \mathrm{m^{-2}}$, so one significant figure is all that the estimate deserves.

The dose is proportional to the mole fraction and to the waiting time, and inversely proportional to the layer thickness. Pressure is less obvious. Raising $p$ at fixed $x$ and $T$ raises $n$ in proportion, but it shortens the mean free path, and with it $D$, by the same factor. The product $nD$ is unchanged, so at fixed $L$ the dose does not depend on pressure while the gas remains dilute and collisions control the transport.

## Does the start matter?

When the wafer first meets the air, the layer may already be filled with ammonia at density $n$. The early flux is then larger than the steady one. To find the excess, write the density as the steady line plus terms that vanish at both edges:

$$c=\frac{nz}{L}+\sum_{m=1}^{\infty}b_m\sin\frac{m\pi z}{L}\,e^{-m^2\pi^2Dt/L^2}.$$

Each term satisfies the diffusion equation $\partial c/\partial t=D\,\partial^2c/\partial z^2$. At $t=0$ the sum must equal $n(1-z/L)$. Multiplying by a sine and integrating over the layer gives

$$b_m=\frac{2n}{L}\int_0^L\left(1-\frac zL\right)\sin\frac{m\pi z}{L}\,dz=\frac{2n}{L}\cdot\frac{L}{m\pi}=\frac{2n}{m\pi}.$$

The integral follows by parts: the boundary term is $L/(m\pi)$, and the remaining integral of a cosine over $m$ half-periods is zero. Differentiating at $z=0$ brings down a factor $m\pi/L$, so

$$J(t)=\frac{Dn}{L}\left[1+2\sum_{m=1}^{\infty}e^{-m^2\pi^2Dt/L^2}\right].$$

Each exponential integrates over all time to $L^2/(m^2\pi^2D)$. Since $\sum1/m^2=\pi^2/6$, the extra uptake is

$$\frac{Dn}{L}\cdot\frac{2L^2}{\pi^2D}\cdot\frac{\pi^2}{6}=\frac{nL}{3}.$$

Here it is $4\times10^{13}\ \mathrm{m^{-2}}$, a fraction $L^2/(3Dt)=6\times10^{-4}$ of the steady dose. The reason is the short diffusion time, $L^2/D=1.1$ s, against a wait of 600 s.

## Must every collision lead to uptake?

Let $\gamma$ be the probability that a molecule striking the resist is kept. In a gas at rest with density $c$ and mean speed $v$, half of the molecules move towards the wall. Their velocity component towards it averages $v/2$ over a hemisphere of directions, so the one-way flux is $cv/4$.

A net flux $J$ tilts this distribution slightly. To leading order the tilt is proportional to the cosine of the angle to the normal. It adds molecules moving towards the wall and removes equally many moving away, so each hemisphere supplies half of $J$. With $c_0$ the density at the wall,

$$J_{\rm in}=\frac{c_0v}{4}+\frac J2,\qquad J_{\rm out}=\frac{c_0v}{4}-\frac J2 .$$

The kept flux is $J=\gamma J_{\rm in}$. Hence $J(1-\gamma/2)=\gamma c_0v/4$, or

$$c_0=\frac4v\left(\frac1\gamma-\frac12\right)J.$$

Diffusion across the layer requires $n-c_0=JL/D$. Adding the two relations eliminates $c_0$:

$$J=\frac{n}{\dfrac LD+\dfrac4v\left(\dfrac1\gamma-\dfrac12\right)}.$$

The air and the surface act as two resistances in series. The mean speed is $v=\sqrt{8kT/(\pi m)}=606$ m/s, with $m$ the mass of an ammonia molecule. The two resistances are equal when $1/\gamma-1/2=vL/(4D)=3.3\times10^4$, that is at $\gamma=3\times10^{-5}$. Even if one collision in a thousand led to uptake, the flux would be 97 % of the perfect-sink value. A molecule that bounces off remains close to the surface and strikes it many more times before it can diffuse away.

This relation can be tested without assuming diffusion, by following single molecules in random flights. In a layer ten mean free paths thick, 300,000 simulated molecules entered from above and scattered isotropically. The absorbed fraction was 0.117 for $\gamma=1$ and 0.057 for $\gamma=0.1$. The series formula, with the resistance $2/v$ of the entrance included, gives 0.118 and 0.057; the unrounded values agree to about 1 %.

The same numbers show what goes wrong if the air is forgotten. The collision rate $nv/4$ of undepleted gas exceeds the diffusive flux by a factor $3.3\times10^4$. That rate is appropriate in the opposite limit, a vacuum in which the mean free path is much longer than the distance to the source of gas. The uptake is then $\gamma nv/4$, which is proportional to pressure at fixed mole fraction and depends directly on $\gamma$. In the present air the mean free path, taken as $3D/v$, is about 0.1 µm, far below 5 mm.

## Where does a 5 mm layer come from?

Cleanroom air is not still. It descends on the wafer and spreads outwards, and $L$ stands for the result of that flow. Near the centre let the outward speed be $ar$ at radius $r$, where $a$ is a strain rate. Conservation of air volume then requires the downward speed $w$ to obey $dw/dz=(1/r)\,d(r\cdot ar)/dr=2a$, so $w=2az$ if friction at the wall is ignored.

For a density that depends on height alone, the steady balance of diffusion and downward flow is

$$D\frac{d^2c}{dz^2}+w\frac{dc}{dz}=0.$$

This is a first-order equation for the slope, with solution $c'(z)=c'(0)\exp[-\int_0^z(w/D)\,dz']$. Integrating from the absorbing wall to the distant air, where $c=n$, gives the thickness of the equivalent still layer:

$$L_{\rm eff}=\frac{n}{c'(0)}=\int_0^\infty\exp\left[-\frac1D\int_0^zw\,dz'\right]dz.$$

For $w=2az$ the inner integral is $az^2$, and the Gaussian integral gives

$$L_{\rm eff}=\frac12\sqrt{\frac{\pi D}{a}}.$$

An order-of-magnitude choice for $a$ is the downflow speed divided by the wafer radius. With 0.3 m/s and 150 mm, $a=2\ \mathrm{s^{-1}}$ and $L_{\rm eff}=3.0$ mm. The dose would then be $1.1\times10^{17}\ \mathrm{m^{-2}}$.

Friction slows the air near the wall. If it makes $w$ smaller at every height, the exponential in the integral is larger at every height, and so is $L_{\rm eff}$. For this strain rate, 3.0 mm is thus a lower bound on the layer and $1.1\times10^{17}\ \mathrm{m^{-2}}$ an upper bound on the steady dose. To see the size of the change, take the trial inflow $w=2az^2/(z+\ell)$ with $\ell=\sqrt{D/a}$. It starts as $z^2$, as it must when the outward speed vanishes at the wall. A finite-difference solution gives $L_{\rm eff}=1.30\sqrt{D/a}$, against $0.89\sqrt{D/a}$ without friction, which raises 3.0 mm to about 4.4 mm. The trial profile is not a solution of the equations of air motion, but it shows that 5 mm is a reasonable order of magnitude. The viscous stagnation-point flow itself, with a kinematic viscosity of $1.5\times10^{-5}\ \mathrm{m^2/s}$, gives 4.2 mm.

The flow also changes the scaling. Inserting the frictionless $L_{\rm eff}$ into $N=Dnt/L_{\rm eff}$ gives

$$N=2nt\sqrt{\frac{aD}{\pi}}.$$

The dose now grows as the square root of the diffusivity and of the strain rate. With friction the square root of the strain rate remains, but the power of $D$ is near 0.6 for ammonia in air. In this model, at fixed ammonia content and wafer radius, doubling the downflow speed raises the dose by a factor $\sqrt2$. Faster air helps only if it is also cleaner.

## Is the dose large for the resist?

Exposure has produced acid in the film, and during the bake this acid catalyses the reaction that changes the solubility. Ammonia is a base, and one molecule neutralises one acid. Let $A$ be the density of free acid. The dose then equals all the acid down to an equivalent depth $N/A$.

With a rough $A=0.02\ \mathrm{nm^{-3}}$ and the whole surface exposed, this depth is $0.0687/0.02=3.4$ nm. In a film 300 nm thick it is 1.1 % of the acid. Spread evenly, such a loss would be a small change of exposure dose. The ammonia arrives from above, however, and if it reacts near the surface the loss is concentrated there. In a positive resist, the exposed material should dissolve in the developer; a top skin without acid can stay insoluble and hinder the opening of the pattern below. The equivalent depth is a count of acid, not a predicted skin thickness, because acid can diffuse into the skin from below before and during the bake.

On a patterned wafer only a fraction $\phi$ of the surface holds acid. If the unexposed resist stores little ammonia, it soon stops taking any up, and the molecules it turns away can diffuse sideways to the exposed areas. If the features and the spacings between them are both much smaller than $L$, and the exposed fraction is not very small, and $\gamma\phi$ stays far above $3\times10^{-5}$ (the surface resistance is divided by $\phi$, so $\gamma=10^{-3}$ with $\phi=0.1$ gives 77 % of the perfect-sink flux), the air then still delivers nearly the same dose $N$ per area of wafer, but the equivalent depth in the exposed areas rises to $N/(\phi A)$. With a tenth of the surface exposed it would be 34 nm, provided that the neutralised skin does not slow the uptake. Sparse openings can therefore be more at risk than the figure of 3.4 nm suggests, but only if the skin is permeable enough to pass the concentrated flux.

## Can the skin protect the film?

Once the top acid is used up, later ammonia must cross the neutralised skin to find more. Suppose that the whole surface was exposed, that the acid is immobile, that the reaction is fast enough to form a sharp front, and that little unreacted ammonia is stored in the skin. After uptake $N$ the front lies at depth $s=N/A$.

Let $c_0$ now be the gas density at the resist surface, $K$ the ratio of dissolved to gas density, and $D_r$ the diffusivity in the resist. The dissolved density falls from $Kc_0$ at the top to zero at the front, so $J=D_rKc_0/s=Pc_0/s$, with permeability $P=KD_r$. Hence $c_0=JN/(AP)$. Combined with $n-c_0=JL/D$, this gives

$$\frac{dN}{dt}=\frac{n}{\dfrac LD+\dfrac{N}{AP}}.$$

Multiplying by the denominator and integrating from $N=0$ at $t=0$,

$$\frac LD N+\frac{N^2}{2AP}=nt.$$

Let $N_0=Dnt/L$ be the perfect-sink dose and $y=N/N_0$. Division by $nt=N_0L/D$ gives

$$y+\frac{y^2}{2g}=1,\qquad g=\frac{PLA}{DN_0}.$$

The number $g$ is the resistance of the air divided by that of a skin of depth $N_0/A$. The positive root of $y^2+2gy-2g=0$ is

$$y=g\left[\sqrt{1+\frac2g}-1\right].$$

For a permeable skin, $g\gg1$, expansion of the root to second order gives $y\approx1-1/(2g)$, and the air controls the uptake. For a tight skin, $g\ll1$, it gives $y\approx\sqrt{2g}$, so that $N\approx\sqrt{2APnt}$. The layer thickness has then dropped out, and the dose grows as the square root of time and of ammonia content. Filtering the air to a tenth of its ammonia cuts the dose tenfold in the first limit but by about three in the second, provided the front is sharp on the scale of the skin. That proviso is examined below.

The sharp front was tested by a reaction–diffusion calculation that does not assume it. The top of the film, down to the depth $N_0/A$, was divided into 60 cells, the reaction was made fast, and the ammonia dissolved in equilibrium with the outside air was set to $10^{-3}$ of the acid density. For $g=0.5$ and $g=5$ the relative uptake was 0.618 and 0.916, as the formula gives to three digits. The rate chosen confines the reaction to 0.01 to 0.04 nm, so this confirms the formula for a sharp front, not that the front in a real film is sharp.

Permeabilities of polymers are commonly quoted in Barrer. For a flux driven by a density difference at 295 K, 1 Barrer corresponds to $P=8.2\times10^{-13}\ \mathrm{m^2/s}$. The following values are a scan, not data for a particular resist; all other settings are those of the 5 mm estimate.

| Permeability (Barrer) | $g$ | $N/N_0$ | Dose (m⁻²) |
|---:|---:|---:|---:|
| 1 | 0.052 | 0.27 | $1.9\times10^{16}$ |
| 10 | 0.52 | 0.62 | $4.3\times10^{16}$ |
| 100 | 5.2 | 0.92 | $6.3\times10^{16}$ |

The skin can therefore matter more than the uncertainty in $D$, although with the whole surface exposed it is at most 3.4 nm deep. The permeability $P$ of the polymer is so much smaller than the diffusivity $D$ in air that nanometres of one can resist as much as millimetres of the other.

At these depths the front cannot be sharp. The acids lie $A^{-1/3}=3.7$ nm apart, more than the skin is deep. Even if every encounter within a capture radius $R$ leads to reaction, a dissolved molecule is removed at the rate $4\pi RD_rA$, and its density decays over $\lambda=1/\sqrt{4\pi RA}$, which is 2.8 nm for $R=0.5$ nm. A fresh film therefore already has the resistance $\lambda/P$. With this $\lambda$ the reaction–diffusion balance gives $N/N_0=0.06$, 0.37 and 0.84 for 1, 10 and 100 Barrer, so the table is an upper bound for immobile acid. The square-root law needs a skin much deeper than $\lambda$. For the present numbers the uptake stays nearly linear, and a tenth of the ammonia gives close to a tenth of the dose.

On a finely patterned wafer the skin matters more. For the same dose per area of wafer it is deeper by $1/\phi$, and only the fraction $\phi$ of the surface conducts, so $g$ is replaced by $\phi^2g$. This neglects ammonia that reaches the acid sideways through unexposed resist. With $\phi=0.1$, the equivalent depth is then 1.1, 3.3 and 9.4 nm for 1, 10 and 100 Barrer, instead of the 34 nm found without skin resistance. These are sharp-front values; with $\lambda=2.8$ nm they fall to 0.2, 1.8 and 8.7 nm.

## How far the estimate carries over to a real wafer

The inputs describe a deep-UV process in round numbers: ammonia at the ppb level, a film of a few hundred nanometres and a wafer 300 mm across. The free acid density is only a rough value. It varies with exposure and formulation, and any base added to the resist lowers it; half the free acid means twice the equivalent depth for the same dose. Real wafers also break the assumption of a uniform still layer. The flow model above allows a dose up to 1.7 times the 5 mm value at its chosen strain rate, while a skin of 1 Barrer would reduce the 5 mm value to about a quarter with a sharp front and to about 6 % with $\lambda=2.8$ nm. A wafer in a closed box is a different case: the enclosed air can be depleted, and the fixed outside density used here no longer applies.

For open air with a permeable, strongly absorbing resist, the estimate can be carried to other conditions as

$$N\approx7\times10^{15}\ \mathrm{m^{-2}}\times\frac{x}{1\ \mathrm{ppb}}\times\frac{t}{1\ \mathrm{min}}\times\frac{5\ \mathrm{mm}}{L}.$$

It holds near room temperature, for waits much longer than $L^2/D$, and while the neutralised skin and the capture depth $\lambda$ together offer much less resistance than the air; for $\lambda=2.8$ nm and $L=5$ mm this needs $P$ well above $\lambda D/L$, about 16 Barrer. The dose must also stay well below the free acid in the film, which for the values used here is $6\times10^{18}\ \mathrm{m^{-2}}$ times the exposed fraction of the surface.
